# Why a 6j symbol needs upper-lower swaps in two columns

**Question**

I am recoupling three angular momenta and want to bring a 6j symbol into a convenient form. I remembered that an upper entry may be exchanged with the entry below it, so I exchanged the 1 and the 2 in the first column:

$$
\begin{Bmatrix}1&1&0\\2&2&1\end{Bmatrix}\;\longrightarrow\;\begin{Bmatrix}2&1&0\\1&2&1\end{Bmatrix}.
$$

The left symbol is not zero, but my routine returns zero for the right one. Yet the same move worked when I tried it on

$$
\begin{Bmatrix}1&2&1\\2&2&1\end{Bmatrix}\;\longrightarrow\;\begin{Bmatrix}2&2&1\\1&2&1\end{Bmatrix},
$$

where both sides agree. Is the routine wrong, or is the move? And if the move is wrong, why did it work the second time?

**Answer**

The routine is right. The exchange is a symmetry when it is made in two columns at once. Made in one column, it generally produces a different symbol, and in your first example it produces one that violates the triangle conditions. Your second example worked because it has a column with equal entries, as explained below.

**The definition and its four triads**

I write $\{a\,b\,c;\,d\,e\,f\}$ for the symbol with upper row $a,b,c$ and lower row $d,e,f$. The entries are dimensionless quantum numbers, integer or half-integer; an angular momentum $j$ has squared magnitude $j(j+1)\hbar^2$. With Condon-Shortley phases, the 6j symbol is the sum over all projections

$$
\begin{aligned}
\begin{Bmatrix}a&b&c\\d&e&f\end{Bmatrix}=\sum_{\text{all }m}(-1)^{S-\Sigma}
&\begin{pmatrix}a&b&c\\-m_a&-m_b&-m_c\end{pmatrix}
\begin{pmatrix}a&e&f\\m_a&-m_e&m_f\end{pmatrix}\\
\times&\begin{pmatrix}d&b&f\\m_d&m_b&-m_f\end{pmatrix}
\begin{pmatrix}d&e&c\\-m_d&m_e&m_c\end{pmatrix},
\end{aligned}
$$

where $S=a+b+c+d+e+f$ and $\Sigma=m_a+m_b+m_c+m_d+m_e+m_f$.

A 3j symbol describes three angular momenta coupled to total zero. It vanishes unless its projections add to zero, its three quantum numbers have an integer sum, and each is no larger than the sum of the other two. I call three numbers that meet the last two conditions an allowed triad. The four 3j symbols therefore require four allowed triads:

$$
(a,b,c),\quad(a,e,f),\quad(d,b,f),\quad(d,e,c).
$$

If one of them fails, the 6j symbol is zero.

**Why two columns work**

Exchange the entries in columns 1 and 2, which gives $\{d\,e\,c;\,a\,b\,f\}$. Insert this in the definition, letting each quantum number keep its own projection label. The four factors are now

$$
\begin{aligned}
&\begin{pmatrix}d&e&c\\-m_d&-m_e&-m_c\end{pmatrix}
\begin{pmatrix}d&b&f\\m_d&-m_b&m_f\end{pmatrix}\\
\times&\begin{pmatrix}a&e&f\\m_a&m_e&-m_f\end{pmatrix}
\begin{pmatrix}a&b&c\\-m_a&m_b&m_c\end{pmatrix}.
\end{aligned}
$$

The same four triads have appeared in another order. Each projection is summed over a range symmetric about zero, so we may rename $m_b,m_c,m_e,m_f$ as their negatives. Every 3j symbol then has the arguments it had in the original sum.

The phase needs a separate check. The renaming adds $2(m_b+m_c+m_e+m_f)$ to the exponent $S-\Sigma$. Since $j-m$ is an integer, $(-1)^{2m}=(-1)^{2j}$, and the extra factor is

$$
(-1)^{2(b+c+e+f)}.
$$

Adding the integer sums of the first two triads gives $(a+b+c)+(a+e+f)=2a+(b+c+e+f)$. As $2a$ is an integer, so is $b+c+e+f$, and the factor is $+1$. Hence

$$
\begin{Bmatrix}a&b&c\\d&e&f\end{Bmatrix}=\begin{Bmatrix}d&e&c\\a&b&f\end{Bmatrix}.
$$

The other two pairs work in the same way. For columns 1 and 3, reverse $m_a,m_b,m_d,m_e$; the extra phase is $(-1)^{2(a+b+d+e)}=1$, because $(a+e+f)+(d+b+f)$ and $2f$ are integers. For columns 2 and 3, reverse $m_a,m_c,m_d,m_f$; the phase is $(-1)^{2(a+c+d+f)}=1$, because $(a+b+c)+(d+b+f)$ and $2b$ are integers. If a triad is broken, it is broken on both sides, and the equality reads $0=0$.

**What one column does**

Now exchange $a$ and $d$ alone. The triads of $\{d\,b\,c;\,a\,e\,f\}$ are

$$
(d,b,c),\quad(d,e,f),\quad(a,b,f),\quad(a,e,c).
$$

None of these is one of the original combinations of letters. Unless some entries happen to be equal, the 3j symbols in the sum are different ones, and renaming the projections cannot turn them back.

There is a picture for this. Let the six quantum numbers label the edges of a tetrahedron whose four faces are the original triads. The two entries of a column are then opposite edges. The faces $(a,b,c)$, $(a,e,f)$ and $(d,b,f)$ share the edges $a$, $b$ and $f$ in pairs, so these three edges meet at one vertex. But $(a,b,f)$ is one of the new triads, and the other three are the edges at the other vertices. A one-column exchange thus demands that edges meeting at a vertex satisfy the conditions formerly imposed on edges around a face. Nothing in the original symbol guarantees that.

**Your first example, worked out**

For $\{1\,1\,0;\,2\,2\,1\}$ the triads are $(1,1,0)$, $(1,2,1)$, $(2,1,1)$ and $(2,2,0)$, all allowed. Its value follows from a short formula for symbols of the form $\{a\,a\,0;\,d\,d\,f\}$.

We need one special 3j symbol,

$$
\begin{pmatrix}a&a&0\\m&-m&0\end{pmatrix}=\frac{(-1)^{a-m}}{\sqrt{2a+1}}.
$$

It holds because the state of two spins $a$ with total zero is annihilated by the total raising operator. This forces its $2a+1$ coefficients to have equal size and alternating sign; normalization fixes the size, and the phase convention makes the $m=a$ coefficient positive.

Set $b=a$, $e=d$, $c=0$ in the definition. The first 3j symbol requires $m_b=-m_a$, and the fourth requires $m_e=m_d$. They become

$$
\frac{(-1)^{a+m_a}}{\sqrt{2a+1}}\qquad\text{and}\qquad\frac{(-1)^{d+m_d}}{\sqrt{2d+1}}.
$$

The third is $(d\,a\,f;\,m_d,-m_a,-m_f)$, with projections after the semicolon. Interchanging two columns of a 3j symbol gives a factor $(-1)^{a+d+f}$, and so does reversing all its projections. Doing both gives no net sign and turns the third factor into $(a\,d\,f;\,m_a,-m_d,m_f)$, which equals the second factor. Their product is a square.

For the sign, $S=2a+2d+f$ and $\Sigma=2m_d+m_f$. Including the two phases above, the total exponent is

$$
\begin{aligned}
&2a+2d+f-2m_d-m_f+a+m_a+d+m_d\\
&\quad=3a+3d+f+(m_a-m_d)-m_f=3a+3d+f-2m_f,
\end{aligned}
$$

where the last step uses $m_a-m_d+m_f=0$. Since $(-1)^{-2m_f}=(-1)^{2f}$, the sign is $(-1)^{3(a+d+f)}=(-1)^{a+d+f}$, the same for every term. The squares of a 3j symbol summed over all its projections give 1, so

$$
\begin{Bmatrix}a&a&0\\d&d&f\end{Bmatrix}=\frac{(-1)^{a+d+f}}{\sqrt{(2a+1)(2d+1)}}
$$

for an allowed triad $(a,d,f)$. With $a=1$, $d=2$, $f=1$,

$$
\begin{Bmatrix}1&1&0\\2&2&1\end{Bmatrix}=\frac{(-1)^4}{\sqrt{3\cdot5}}=\frac1{\sqrt{15}}\approx0.2582.
$$

Exchanging both of the first two columns gives $\{2\,2\,0;\,1\,1\,1\}$. The formula now has $a=2$ and $d=1$, and the value is again $1/\sqrt{15}$.

Exchanging only the first column gives $\{2\,1\,0;\,1\,2\,1\}$, with triads $(2,1,0)$, $(2,2,1)$, $(1,1,1)$ and $(1,2,0)$. The first and last are broken: spins 2 and 1 cannot be coupled to total spin 0. Diagonalizing their squared total spin gives the eigenvalues $2\hbar^2$, $6\hbar^2$ and $12\hbar^2$, which belong to totals 1, 2 and 3. The zero your routine returned expresses this absence.

The same thing happens throughout this family. Exchanging the first column of $\{a\,a\,0;\,d\,d\,f\}$ creates the triad $(d,a,0)$, which is broken whenever $a\ne d$.

**What the symbol measures**

The 6j symbol compares two ways of coupling three spins to the same total. Put

$$
a=j_1,\quad b=j_2,\quad c=j_{12},\quad d=j_3,\quad e=J,\quad f=j_{23}.
$$

In one scheme $j_1$ and $j_2$ form $j_{12}$, which joins $j_3$ to give $J$. In the other, $j_2$ and $j_3$ form $j_{23}$, which joins $j_1$. Let $U$ be the overlap of the two normalized states with equal $J$ and $M$. It is a sum over products of four Clebsch-Gordan coefficients, each related to a 3j symbol by

$$
\langle j\,m\,j'm'|K\,Q\rangle=(-1)^{j-j'+Q}\sqrt{2K+1}\begin{pmatrix}j&j'&K\\m&m'&-Q\end{pmatrix}.
$$

The coefficients have totals $K=c,e,f,e$. Because $U$ does not depend on $M$, we may average over the $2e+1$ values of $M$. The square roots, divided by $2e+1$, leave $\sqrt{(2c+1)(2f+1)}$. The remaining 3j symbols are

$$
\begin{aligned}
&\begin{pmatrix}a&b&c\\m_1&m_2&-m_{12}\end{pmatrix}
\begin{pmatrix}c&d&e\\m_{12}&m_3&-M\end{pmatrix}\\
\times&\begin{pmatrix}b&d&f\\m_2&m_3&-m_{23}\end{pmatrix}
\begin{pmatrix}a&f&e\\m_1&m_{23}&-M\end{pmatrix}.
\end{aligned}
$$

These are the factors of the 6j definition if $m_a=-m_1$, $m_b=-m_2$, $m_c=m_{12}$, $m_d=-m_3$, $m_e=-M$ and $m_f=-m_{23}$. The first matches directly. The second needs a cyclic column shift, which leaves a 3j symbol unchanged. The last two each need a column interchange and a reversal of projections, whose signs cancel.

The Clebsch-Gordan phases have total exponent $2a+c-2d-f+m_{12}+m_{23}+2M$. In the definition, $m_1+m_2=m_{12}$ reduces the exponent to $S+m_3+M+m_{23}$. The difference contains the projections as $m_{12}+M-m_3=2m_{12}$, and $(-1)^{2m_{12}}=(-1)^{2c}$. What remains is a constant sign with exponent

$$
a-b-3d-e+2c-2f.
$$

This differs from $a+b+d+e$ by $-2(b+c+e+f)+4c-4d$, which is even. Therefore

$$
U=(-1)^{j_1+j_2+j_3+J}\sqrt{(2j_{12}+1)(2j_{23}+1)}\begin{Bmatrix}j_1&j_2&j_{12}\\j_3&J&j_{23}\end{Bmatrix}.
$$

Its square is the probability of finding $j_{23}$ in a state prepared with definite $j_{12}$ and $J$. For your original symbol it is $1\cdot3\cdot\frac1{15}=0.2$. The one-column exchange interchanges $j_1$ and $j_3$ but leaves $j_2$, $j_{12}$, $J$ and $j_{23}$ in place. It asks about spins 2 and 1 prepared with $j_{12}=0$, a preparation that does not exist.

**When all triads survive**

Checking the triangle conditions after a one-column exchange is not enough to justify it. Take

$$
\begin{Bmatrix}1&1&2\\2&2&1\end{Bmatrix}=\sqrt{\frac7{300}}\approx0.1528,
\qquad
\begin{Bmatrix}2&1&2\\1&2&1\end{Bmatrix}=\frac1{\sqrt{180}}\approx0.0745.
$$

These values come from evaluating the defining sum numerically. The symbols differ by an exchange in column 1, and all their triads are allowed. In both, $(2j_{12}+1)(2j_{23}+1)=5\cdot3=15$, so the recoupling probabilities are $15\cdot7/300=0.35$ and $15/180\approx0.083$. Diagonalizing the three-spin operators, without using 6j symbols, gives the same probabilities. Exchanging both of the first two columns of the left symbol gives $\{2\,2\,2;\,1\,1\,1\}$, which keeps the value 0.1528.

**Half-integer entries**

A triad can also fail through its sum. The new sum $d+b+c$ equals $(a+b+c)+(d-a)$, and the other three new sums likewise differ from old ones by $\pm(d-a)$. They remain integers if $d-a$ is an integer; if it is half-integer, all four new triads fail together.

An example is $\{\tfrac12\,\tfrac12\,1;\,1\,1\,\tfrac12\}=-\tfrac13$. Exchanging column 1 gives $\{1\,\tfrac12\,1;\,\tfrac12\,1\,\tfrac12\}$, whose first triad $(1,\tfrac12,1)$ has the sum $\tfrac52$. An integer spin and a spin one-half cannot form an integer total. Exchanging columns 1 and 2 instead gives $\{1\,1\,1;\,\tfrac12\,\tfrac12\,\tfrac12\}$, again $-\tfrac13$.

**Why your second example worked**

Suppose the second column has equal entries, $e=b$. Exchanging them changes nothing on the page, so an exchange in column 1 may be regarded as an exchange in columns 1 and 2:

$$
\begin{Bmatrix}a&b&c\\d&b&f\end{Bmatrix}=\begin{Bmatrix}d&b&c\\a&b&f\end{Bmatrix}.
$$

Your symbol $\{1\,2\,1;\,2\,2\,1\}$ has equal entries in columns 2 and 3, and either of them supplies the silent second exchange. One equal column anywhere is sufficient. If it is the column you exchange, nothing has changed at all.

A related fact is that it does not matter which single column you exchange. Following an exchange in column 1 by the allowed exchange in columns 1 and 2 undoes the first and leaves an exchange in column 2. All three one-column exchanges therefore give one common value, and exchanging all three columns gives that value too. What counts is whether the number of exchanged columns is even or odd.

To see how often the exception occurs among small spins, one can list every symbol with four allowed triads and entries $0,\tfrac12,1,\tfrac32,2$. There are 570, counting different arrangements separately. Of these, 222 have an equal column, and a one-column exchange preserves their values. In the other 348, it gives a forbidden symbol 340 times and an allowed symbol with a different value 8 times.

Those eight can be identified. They are the $2^3=8$ ways of filling three columns, each with a 1 and a 2 in either order. Even numbers of exchanges connect four of them to $\{1\,1\,2;\,2\,2\,1\}$, counting that symbol itself, and the other four belong with $\{2\,1\,2;\,1\,2\,1\}$. In this range, then, a symbol without an equal column changes its value whenever the one-column exchange gives an allowed symbol. When the exchange gives a forbidden symbol the new value is zero. That equals the old value only if the original symbol vanished in spite of its four allowed triads. This happens for four of the 340: $\{2\,2\,2;\,\tfrac32\,\tfrac32\,\tfrac32\}=0$ and the three arrangements reached from it by two-column exchanges. There the one-column exchange reads $0=0$ by accident; in the other 336 it changes the value. The list does not exclude accidental equalities at larger entries, but such an equality would not make the exchange a general symmetry.

For your calculation, use $\{2\,2\,0;\,1\,1\,1\}$ if you want the 2 in the upper left corner. The numerical output below gives the values and triads of the three worked cases, $\{1\,1\,0;\,2\,2\,1\}$, $\{1\,1\,2;\,2\,2\,1\}$ and $\{\tfrac12\,\tfrac12\,1;\,1\,1\,\tfrac12\}$, each with its exchanges, and the counts of the survey, except for the division of the 340 forbidden cases into 4 and 336.

## Computed results

```
All quantum numbers and 6j values are dimensionless
CASE: forbidden by inequality
 original: {1 1 0; 2 2 1} = 0.258199, square = 1/15
  triads: (1,1,0)ok (1,2,1)ok (2,1,1)ok (2,2,0)ok
  j12 subspace dimension 5, squared overlap 0.200000
 columns 1,2 swapped: {2 2 0; 1 1 1} = 0.258199, square = 1/15
  triads: (2,2,0)ok (2,1,1)ok (1,2,1)ok (1,1,0)ok
  j12 subspace dimension 3, squared overlap 0.200000
 column 1 swapped: {2 1 0; 1 2 1} = 0.000000, square = 0
  triads: (2,1,0)BROKEN (2,2,1)ok (1,1,1)ok (1,2,0)BROKEN
  j12 subspace dimension 0, squared overlap 0.000000
CASE: allowed, value changes
 original: {1 1 2; 2 2 1} = 0.152753, square = 7/300
  triads: (1,1,2)ok (1,2,1)ok (2,1,1)ok (2,2,2)ok
  j12 subspace dimension 25, squared overlap 0.350000
 columns 1,2 swapped: {2 2 2; 1 1 1} = 0.152753, square = 7/300
  triads: (2,2,2)ok (2,1,1)ok (1,2,1)ok (1,1,2)ok
  j12 subspace dimension 15, squared overlap 0.350000
 column 1 swapped: {2 1 2; 1 2 1} = 0.074536, square = 1/180
  triads: (2,1,2)ok (2,2,1)ok (1,1,1)ok (1,2,2)ok
  j12 subspace dimension 15, squared overlap 0.083333
CASE: forbidden by half-integer sum
 original: {1/2 1/2 1; 1 1 1/2} = -0.333333, square = 1/9
  triads: (1/2,1/2,1)ok (1/2,1,1/2)ok (1,1/2,1/2)ok (1,1,1)ok
  j12 subspace dimension 9, squared overlap 0.666667
 columns 1,2 swapped: {1 1 1; 1/2 1/2 1/2} = -0.333333, square = 1/9
  triads: (1,1,1)ok (1,1/2,1/2)ok (1/2,1,1/2)ok (1/2,1/2,1)ok
  j12 subspace dimension 6, squared overlap 0.666667
 column 1 swapped: {1 1/2 1; 1/2 1 1/2} = 0.000000, square = 0
  triads: (1,1/2,1)BROKEN (1,1,1/2)BROKEN (1/2,1/2,1/2)BROKEN (1/2,1,1)BROKEN
  j12 subspace dimension 0, squared overlap 0.000000
Spins 2 and 1, squared total spin (hbar^2): 2.000, 6.000, 12.000
Corresponding total j: 1.000, 2.000, 3.000
SURVEY: entries 0, 1/2, 1, 3/2, 2
Allowed symbols: 570
Largest change under a double swap: 1.1e-16
With an equal column (single swap harmless): 222
With no equal column: 348
 single swap gives a forbidden symbol: 340
 single swap allowed, value changed: 8
 single swap allowed, value equal by accident: 0
Zero-entry formula tests: 42
```
